# Linear Heat Capacity of a Glass from Two-Level Tunnelling Systems, part 2

In a cold insulating glass, atoms or small groups of atoms tunnel between two nearby wells. The problem is how the heat capacity per unit volume, $C$, of these systems depends on temperature $T$ and measuring time. With $\Delta\ge0$ the energy difference between the wells and $\Delta_0>0$ the tunnelling energy, the Hamiltonian in the basis of the two well states is

$$
H=\frac12(\Delta\sigma_z+\Delta_0\sigma_x),\qquad E=\sqrt{\Delta^2+\Delta_0^2},
$$

with levels $\pm E/2$. One system has heat capacity $k\,h(x)$, where $k=8.617\times10^{-5}$ eV/K is Boltzmann's constant and

$$
x=\frac{E}{kT},\qquad h(x)=\frac{x^2}{4\cosh^2(x/2)},\qquad \int_0^\infty h\,dx=\frac{\pi^2}{6}.
$$

The integral was found by parts, with $1/(e^x+1)$ expanded in powers of $e^{-x}$.

The uniform model assumes a constant density of splittings $n_0$ for $0<E<E_{\max}$. It gives

$$
C=\frac{\pi^2}{6}\,n_0k^2T\qquad(kT\ll E_{\max}),
$$

and $C\simeq n_0E_{\max}^3/(12kT^2)$ for $kT\gg E_{\max}$.

The tunnelling model instead takes the density $P/\Delta_0$ in $\Delta$ and $\Delta_0$, with $P$ constant and counting both orientations of the wells. With $r=(\Delta_0/E)^2$, the density in $E$ and $r$ is

$$
p(E,r)=\frac{P}{2r\sqrt{1-r}} .
$$

Its integral over $r$ diverges logarithmically at $r=0$. Unless a lower limit on $\Delta_0$ is reached first, the measuring time supplies the cutoff, since slow systems do not absorb heat in time.

Sound waves have speed $v$ ($v_l$ longitudinal, $v_t$ transverse), wave number $q$ and frequency $\omega=vq$. Their heat capacity $C_{\rm ph}$ is proportional to $T^3$.

The example is an arsenic selenide glass with rough values $n_0=10^{21}$ eV$^{-1}$cm$^{-3}$, $E_{\max}=1$ meV, $v_l=2300$ m/s, $v_t=1250$ m/s and atom density $3.6\times10^{22}$ cm$^{-3}$. The reference temperature is $T_*=0.05$ K. In the uniform model the sound-wave and tunnelling terms are equal at 0.21 K.

The relaxation rate shows which systems these are. A strain changes the energy difference between the wells, so it couples to $\sigma_z$; its effect on $\Delta_0$ is neglected. Let $\cos\theta=\Delta/E$ and $\sin\theta=\Delta_0/E$. The eigenstates of $H$ with energies $+E/2$ and $-E/2$ are

$$
|+\rangle=\begin{pmatrix}\cos\frac\theta2\\[2pt] \sin\frac\theta2\end{pmatrix},
\qquad
|-\rangle=\begin{pmatrix}-\sin\frac\theta2\\[2pt] \cos\frac\theta2\end{pmatrix}.
$$

For the first state, $H|+\rangle$ has components $\frac E2\cos(\theta-\frac\theta2)$ and $\frac E2\sin(\theta-\frac\theta2)$, as required. The second is orthogonal to it and so belongs to the other eigenvalue. The matrix element for a transition is

$$
\langle+|\sigma_z|-\rangle
=-2\sin\frac\theta2\cos\frac\theta2
=-\sin\theta=-\frac{\Delta_0}{E}.
$$

Fermi's golden rule contains its square, which is $r$. The rule applies when the coupling is weak enough that the relaxation rate is small compared with $E/\hbar$.

The remaining energy dependence comes from the sound waves that carry off or supply the energy $E=\hbar\omega$. In one mode the squared zero-point displacement is proportional to $1/\omega$. Strain is a spatial derivative, which multiplies the square by $q^2$. Since $\omega=vq$, the squared strain per mode is proportional to $q$. The number of modes per unit energy is proportional to $q^2$, so the product is proportional to $q^3$, hence to $E^3$. Write the resulting rate without thermal occupation as $W\propto rE^3$.

At temperature $T$ a mode contains $\nu=1/(e^x-1)$ quanta on average. Emission from the upper level has rate $W(\nu+1)$ and absorption from the lower level has rate $W\nu$. If $f$ is the occupation of the upper level,

$$
\frac{df}{dt}=-W(\nu+1)f+W\nu(1-f)
=-W(2\nu+1)\left(f-\frac{\nu}{2\nu+1}\right).
$$

The equilibrium value $\nu/(2\nu+1)=1/(e^x+1)$ is the Boltzmann result. The relaxation rate is $W(2\nu+1)=W\coth(x/2)$, because $2\nu+1=(e^x+1)/(e^x-1)$. Collecting the factors,

$$
\frac1\tau=\frac{r}{\tau_{\min}},\qquad
\frac1{\tau_{\min}}
=R\left(\frac T{T_*}\right)^3x^3\coth\frac x2 .
$$

The constant $R$ is a rate defined at $T_*$, and $E^3=(kT)^3x^3$ supplies the powers of $T$ and $x$. Among systems with the same splitting at the same temperature, symmetric wells, with $r=1$, relax fastest. This expression includes one-phonon transitions alone, the appropriate leading process when $kT$ is low enough that activated and multiphonon transitions are slower.

Now raise the temperature of the bath by a small amount $\delta T$ and hold it there for a time $t$. To first order in $\delta T$, the occupation approaches its new equilibrium exponentially at the rate just found. A system has therefore absorbed the fraction $1-e^{-t/\tau}$ of its equilibrium heat $k\,h\,\delta T$. The density of splittings effective at time $t$ is

$$
n(E,t)=P\int_0^1\frac{1-e^{-ar}}{2r\sqrt{1-r}}\,dr,
\qquad a=\frac t{\tau_{\min}} .
$$

Near $r=0$ the numerator is approximately $ar$, so the divergence is gone. To evaluate the integral for $a\gg1$, write

$$
\frac1{r\sqrt{1-r}}=\frac1r+g(r),\qquad
g(r)=\frac1r\left(\frac1{\sqrt{1-r}}-1\right).
$$

In the first part substitute $s=ar$ and integrate by parts:

$$
\int_0^1\frac{1-e^{-ar}}r\,dr
=\int_0^a\frac{1-e^{-s}}s\,ds
=(1-e^{-a})\ln a-\int_0^ae^{-s}\ln s\,ds .
$$

The boundary term at zero vanishes as $s\ln s$. For large $a$ the last integral tends to $\int_0^\infty e^{-s}\ln s\,ds=\Gamma'(1)=-\gamma_E$, where $\gamma_E$ is Euler's constant. The first part therefore tends to $\ln a+\gamma_E$.

In the second part $g(r)$ is finite at $r=0$, where it equals $\frac12$. The exponential is then confined to a region of width $1/a$ and changes the integral by approximately $-1/(2a)$, which is dropped. With $w=\sqrt{1-r}$, $r=1-w^2$ and $dr=-2w\,dw$,

$$
\int_0^1g(r)\,dr
=\int_0^1\frac{1/w-1}{1-w^2}\,2w\,dw
=\int_0^1\frac{2\,dw}{1+w}=2\ln2 .
$$

Adding the two parts and restoring the factor $P/2$ gives

$$
n(E,t)=\frac P2\left[\ln\frac{4t}{\tau_{\min}}+\gamma_E\right]
\qquad(t\gg\tau_{\min}).
$$

A longer measurement includes weaker tunnellers, and each factor of ten in time adds the same number of them. If the distribution has a smallest amplitude $\Delta_{0,\min}$, this growth stops once even those systems have relaxed.

The heat capacity follows by averaging over energy as before:

$$
C(T,t)=k^2T\int_0^\infty n(E,t)\,h(x)\,dx .
$$

Let $\langle\cdots\rangle$ denote an average over $x$ with weight $h(x)$, normalized by $\pi^2/6$. Inserting $\tau_{\min}$ separates the logarithm into a sum, so that

$$
C(T,t)=\frac{\pi^2}{12}Pk^2T
\left[L+3\ln\frac T{T_*}\right],
$$

$$
L=\ln(4Rt)+\gamma_E+b,\qquad
b=3\langle\ln x\rangle+\left\langle\ln\coth\frac x2\right\rangle .
$$

The large-$a$ formula fails at very small $x$. There $\coth(x/2)\simeq2/x$, so at $T_*$ one has $a\simeq2Rtx^2$, which falls below one for $x<(2Rt)^{-1/2}$. For $Rt=10^5$ this limit is about $2\times10^{-3}$. The weight of the region is negligible, since $\int_0^xh\,dx\simeq x^3/12$.

The average of $\ln x$ can be obtained in closed form. The integration by parts and series used for $\pi^2/6$ give, for a general power $s>0$,

$$
I(s)=\int_0^\infty\frac{x^se^x}{(e^x+1)^2}dx
=s\int_0^\infty\frac{x^{s-1}}{e^x+1}dx
=\Gamma(s+1)\,\eta(s),
$$

with $\eta(s)=\sum(-1)^{m+1}/m^s$. Differentiating $x^s$ with respect to $s$ produces $x^s\ln x$, so $\langle\ln x\rangle=I'(2)/I(2)$. For the gamma function, $\Gamma'(3)/\Gamma(3)=1+\frac12-\gamma_E$. Subtracting twice the even terms gives $\eta(s)=(1-2^{1-s})\zeta(s)$ for $s>1$, where $\zeta(s)=\sum1/m^s$. The logarithmic derivative of the first factor is $2^{1-s}\ln2/(1-2^{1-s})$, which equals $\ln2$ at $s=2$. Thus

$$
\langle\ln x\rangle
=\frac32-\gamma_E+\ln2+\frac{\zeta'(2)}{\zeta(2)}
=1.046 .
$$

Numerical integration gives $\langle\ln\coth(x/2)\rangle=0.199$, so $b=3.337$.

At fixed $t$, differentiating $\ln C$ with respect to $\ln T$ gives the local exponent

$$
\frac{\partial\ln C}{\partial\ln T}
=1+\frac{3}{L+3\ln(T/T_*)} .
$$

The linear law is recovered when $L$ is large. It is also recovered at finite $L$ if the measuring time is scaled as $T^{-3}$, because $\ln t+3\ln T$ is then constant. The excess over one at fixed $t$ arises mainly because warming moves the thermal window to larger splittings, where the effective density is higher. Since $rE^3=\Delta_0^2E$, a given system relaxes at a rate proportional to $\Delta_0^2E\coth(E/2kT)$, which depends on temperature only through the last factor. That dependence, $\partial\ln\coth(x/2)/\partial\ln T=x/\sinh x$, has the average $\langle x/\sinh x\rangle\approx0.35$ and supplies only this much of the numerator 3. A further part of about $0.65$ comes from the growth of $E\coth(E/2kT)$ with $E$. The remaining 2 comes from the factor $E^2$ in $r=\Delta_0^2/E^2$: a given lowest amplitude corresponds to a smaller $r$ at larger $E$. This last part survives if a smallest amplitude sets the cutoff and all systems have relaxed. The density is then $P\ln(2E/\Delta_{0,\min})$ for $E\gg\Delta_{0,\min}$, and at the same heat capacity the numerator 3 is replaced by 2.

For the example take $t=1$ s and the rough rate $R=10^5$ s$^{-1}$. Then $L=12.90+0.58+3.34=16.8$. Matching the heat capacity to the uniform model at $T_*$ requires $n_0=PL/2$, hence $P=1.19\times10^{20}$ eV$^{-1}$cm$^{-3}$. The exponent at $T_*$ is $1+3/16.8=1.18$. A test that integrates over both $r$ and $x$, without the large-$a$ approximation, also gives 1.18. Relative to the straight line through the value at 0.05 K, the logarithmic law is 16% lower at 0.02 K and 12% higher at 0.1 K. At 0.05 K, extending the measurement from 1 s to 100 s raises $C$ by 27%. For comparison, the sound waves contribute 0.9% of the linear term at 0.02 K, 5.8% at 0.05 K and 23% at 0.1 K, so the departure from the straight line exceeds their share at 0.02 K but not at 0.1 K. The choice of $R$ matters weakly: a tenfold change shifts $L$ by 2.3 and moves the exponent to about 1.16 or 1.21.

The example also leaves out the arsenic nuclei. Their quadrupole moments split the nuclear levels by roughly 0.25 µeV. In full equilibrium at 0.05 K they would add a heat capacity of order $10^{-4}$ J/(cm$^3$ K), more than a thousand times the tunnelling term. The numbers given here therefore describe a measurement in which the nuclei take up negligible heat. At 0.05 K this requires a nuclear relaxation time far longer than about two thousand times the measuring time. At 0.02 K the factor is about thirty thousand, because the nuclear term grows as $1/T^2$ on cooling while the tunnelling term shrinks.

Two other omissions are smaller for these parameters. Systems interact through the strains they produce. With a deformation energy $D$, defined as the change in a system's energy per unit strain, one system strains the glass at distance $d$ by roughly $D/(\rho v_t^2d^3)$, where $\rho$ is the mass density. The interaction energy is therefore roughly $D^2/(\rho v_t^2d^3)$. Thermally active neighbours have $d^{-3}\simeq n_0kT$, so the ratio of this energy to $kT$ is $n_0D^2/(\rho v_t^2)$. For $D=0.2$ eV and $\rho=4.6$ g/cm$^3$ it is $9\times10^{-4}$. Numerical and angular factors are omitted, so this is an estimate of order of magnitude.

Electrons in gap states could also give a linear term. For noninteracting electrons with a constant density $g$ of one-electron states around the chemical potential, the same thermal integral runs over energies on both sides. It equals $2\times\pi^2/6$, giving $C_{\rm el}=(\pi^2/3)gk^2T$. The ratio to the tunnelling term is $2g/n_0$, or $2\times10^{-3}$ for an assumed $g=10^{18}$ eV$^{-1}$cm$^{-3}$. A linear heat capacity alone therefore does not identify its carriers. Electronic gap states and tunnelling systems are different excitations, even when both originate in the disorder of the same network.

The parameters stand for a cold arsenic selenide glass, and a linear coefficient of order $10^{-6}$ J/(cm$^3$ K$^2$) is roughly typical of insulating glasses. A real glass can have a cubic term larger than the sound-wave value; doubling it would lower the crossover of the uniform model from 0.21 K to 0.15 K. With the logarithmic law at $t=1$ s and the sound-wave value of the cubic term, the crossover lies at about 0.24 K. A chalcogenide memory cell, by contrast, works at 300 K and above, where the assumption $kT\ll E_{\max}$ fails. Extending the linear law to 300 K would give $5.9\times10^{-4}$ J/(cm$^3$ K), whereas the bounded two-level distribution gives $1.7\times10^{-9}$ J/(cm$^3$ K), smaller by a factor of about $3\times10^5$. Even that value is formal, since higher states of the wells are then accessible. The classical harmonic lattice, with $3k$ per atom, gives 1.49 J/(cm$^3$ K). This is somewhat too high at 300 K, because the stiffest vibrations are not yet fully excited, but it exceeds the two-level value by many orders of magnitude. The tunnelling contribution to the heat capacity matters in cryogenic use, below a few tenths of a kelvin for these parameters, on times too short for the nuclei to absorb appreciable heat. The numerical output lists the parameters and the main results.

## Computed results

```
INPUTS (rough typical values, arsenic selenide glass)
TLS density n0 = 1.0e+21 1/(eV cm^3)
largest splitting Emax = 1.0 meV
reference temperature T* = 0.05 K
measuring time t = 1 s
relaxation scale R at T* = 1.0e+05 1/s
sound speeds: long. 2300, transv. 1250 m/s
mass density = 4.6 g/cm^3
deformation energy = 0.2 eV
atom density = 3.6e+22 1/cm^3
electron gap-state density = 1.0e+18 1/(eV cm^3)
LINEAR LAW
integral pi^2/6 = 1.64493
same from free energy = 1.64493
k T* = 4.309 microeV
Emax/(k T*) = 232.1
C/T = 1.9571e-06 J/(cm^3 K^2)
C/T = 1.2215e+13 eV/(cm^3 K^2)
C at T* = 9.7853e-08 J/(cm^3 K)
n0 k T* = 4.309e+15 1/cm^3
all TLS, n0 Emax = 1.00e+18 1/cm^3
TLS per atom = 2.78e-05
TEMPERATURES: linear C, phonon C in J/(cm^3 K); log-law/linear
T=0.02 K: 3.914e-08, 3.608e-10; 0.837
T=0.05 K: 9.785e-08, 5.637e-09; 1.000
T=0.10 K: 1.957e-07, 4.510e-08; 1.124
T=0.20 K: 3.914e-07, 3.608e-07; 1.247
TUNNELLING MODEL
mean ln x = 1.04597
mean ln coth(x/2) = 0.19939
constant b = 3.3373
logarithmic factor L = 16.814
P = 1.190e+20 1/(eV cm^3)
local exponent at T*, formula = 1.1784
local exponent at T*, integral = 1.1784
C(100 s)/C(1 s) at T*, integral = 1.2739
NEGLECTED EFFECTS
phonon/TLS at T* = 0.0576
phonon crossover temperature = 0.208 K
Emax/(k T) at 1% cutoff loss = 8.65
temperature at 1% cutoff loss = 1.34 K
TLS interaction/(k T), estimate = 8.92e-04
electron/TLS linear term = 2.00e-03
300 K: saturated TLS C = 1.72e-09 J/(cm^3 K)
300 K: invalid linear C = 5.87e-04 J/(cm^3 K)
300 K: classical lattice C = 1.491 J/(cm^3 K)
```
